Choosing a surface-roughness spectrum for channel transport from line scans

Take line scans across a rough channel interface, fit their spectrum by a Lorentzian, and use that shape, scaled to the correct long-wave limit, as the roughness spectrum of the surface. In the example treated here, which has rms height 0.25 nm, correlation length 1.5 nm and 10¹³ carriers per cm², the roughness seen by carriers at the Fermi energy then comes out 1.64 times too large. The fit itself is good: its exponent is 0.999 ± 0.001, where a Lorentzian has 1. The error lies in what the spectrum describes. At each wave number along the scan, the profile has already summed over all wave numbers across it.

**The setting**

A program that computes channel mobility from an electronic structure may ask for a roughness model: a spectral shape, an rms height Δ and a correlation length Λ, or a tabulated spectrum. The scattering formula needs the spectrum of the two-dimensional surface, while a line scan gives that of a profile.

Let z(x,y) be the height of the interface about its mean. Assume that its statistics are the same everywhere and in every in-plane direction, so that the autocovariance C(r) depends on distance alone. The two spectra are defined by

S1(q) = ∫ C(x) e^(−iqx) dx, in nm³

S2(k) = ∫ C(r) e^(−ik·r) d²r, in nm⁴

with integrals over the whole line and the whole plane. The inverse transforms carry 1/(2π) and 1/(2π)².

To first order in the height, a field F normal to the interface gives a matrix element proportional to eF times the Fourier amplitude of z. The Born rate therefore contains S2 at the momentum transfer. For elastic scattering through an angle φ on a circle of radius k,

q² = 2k²(1 − cos φ) = 4k² sin²(φ/2).

Weighting each event by its loss of forward momentum gives, at fixed field and mass, a momentum relaxation rate proportional to

W(k) = ⟨(1 − cos φ) S2(2k sin(φ/2))⟩,

where the brackets average over φ. This is the "roughness seen by carriers" in the opening comparison.

**What a line scan measures**

Set y = 0 in the inverse transform of S2. The x dependence is e^(iqx), and everything multiplying it is integrated over the transverse wave number p. Comparison with the inverse transform of S1 gives

S1(q) = (1/2π) ∫ S2(√(q² + p²)) dp.

The integrand is even in p, so we may take twice the half-line. With k² = q² + p² we have dp = k dk/√(k² − q²), and

S1(q) = (1/π) ∫_q^∞ S2(k) k dk / √(k² − q²).

This is an Abel transform. A short surface wave crossed obliquely looks like a longer wave in the profile, so S1 at q collects S2 at all k ≥ q.

**Undoing the projection**

Suppose S1 falls at large q at least as fast as q^(−m) for some m > 1, and define

I(k) = ∫_k^∞ 2q S1(q) dq / √(q² − k²).

Insert the Abel transform, with κ as its integration variable. Since S2 is nonnegative, the order of integration may be exchanged:

I(k) = (1/π) ∫_k^∞ κ S2(κ) J dκ,

J = ∫_k^κ 2q dq / [√(q² − k²) √(κ² − q²)].

Put q² = k² + (κ² − k²) sin²α. Then 2q dq = 2(κ² − k²) sin α cos α dα, and the product of the roots is (κ² − k²) sin α cos α. Hence J = ∫₀^(π/2) 2 dα = π, and

I(k) = ∫_k^∞ κ S2(κ) dκ, so dI/dk = −k S2(k).

To differentiate the definition of I without meeting the singular endpoint, put q² = k² + s². Then q dq = s ds and I(k) = 2∫₀^∞ S1(√(k² + s²)) ds. Since dq/dk = k/q at fixed s,

dI/dk = 2k ∫₀^∞ S1′(q) ds/q = 2k ∫_k^∞ S1′(q) dq / √(q² − k²).

Equating the two forms of dI/dk gives the inversion:

S2(k) = −2 ∫_k^∞ S1′(q) dq / √(q² − k²).

It uses only q ≥ k. Long waves missing from an otherwise exact S1 therefore do not spoil S2 at larger k. An estimated S1 is a different matter, because a finite record and levelling also distort the neighbouring frequencies. In the example, a Hann-windowed record of only 12.8 nm gives S2 about 4 to 11% too high between 1 and 3 nm⁻¹. Linear levelling of a 102.4 nm record lowers S2 by 6% at the lowest retained frequency, and without a window by 47%, 17% and 8% at the first three.

**From Lorentzian to three-halves power**

For C(r) = Δ² e^(−r/Λ), the profile spectrum is

S1(q) = 2Δ² ∫₀^∞ e^(−x/Λ) cos(qx) dx = 2Δ²Λ/(1 + q²Λ²).

Its derivative is −4Δ²Λ³q/(1 + q²Λ²)². With q² = k² + s² and B = 1 + k²Λ², the inversion becomes

S2(k) = 8Δ²Λ³ ∫₀^∞ ds/(B + Λ²s²)².

Put Λs = √B tan β. The integral is B^(−3/2) Λ⁻¹ ∫₀^(π/2) cos²β dβ = π/(4ΛB^(3/2)), so

S2(k) = 2πΔ²Λ²/(1 + k²Λ²)^(3/2).

For kΛ ≪ 1 this tends to 2πΔ²Λ², and for kΛ ≫ 1 to 2πΔ²/(Λk³). The profile falls as q⁻² and the surface as k⁻³.

The same steps treat S1 = A(1 + q²Λ²)^(−ν) with ν > 1/2. The derivative supplies 2νAΛ²q, and the substitution leaves

S2(k) = 4νAΛ B^(−ν−1/2) ∫₀^(π/2) cos^(2ν)β dβ.

The angular integral equals (√π/2) Γ(ν + 1/2)/Γ(ν + 1). Using Γ(ν + 1) = νΓ(ν),

S2(k) = 2√π AΛ [Γ(ν + 1/2)/Γ(ν)] (1 + k²Λ²)^(−ν−1/2).

In this family the exponent rises by one half.

A Lorentzian surface spectrum matched to S2 at k = 0 would be 2πΔ²Λ²/(1 + k²Λ²). Its height variance up to a cutoff K is

(1/2π) ∫₀^K 2πΔ²Λ² k dk/(1 + k²Λ²) = (Δ²/2) ln(1 + K²Λ²),

which grows without limit. The Δ entered in the setting would no longer be the rms height.

The size of the opening error can now be read off. The Lorentzian exceeds the correct S2 by √(1 + q²Λ²). With spin and valley degeneracies of 2 each, the Fermi wave number is √(4πn/4) = √(π × 0.1 nm⁻²) = 0.5605 nm⁻¹, so q reaches 1.121 nm⁻¹. There qΛ = 1.68 and the excess factor is 1.96. The average over angles must lie between 1 and 1.96, and its value is 1.64. If roughness alone limited the mobility, this choice would lower it to 1/1.64 = 0.61 of its value, for unscreened scattering at fixed field and low temperature.

**A spectrum may be inadmissible**

If S2 is nonnegative and not zero everywhere, then S1(0) = (1/π)∫₀^∞ S2 dk is positive. Consider, in units of the correlation length,

S1 = q²/(1 + q²)² = 1/(1 + q²) − 1/(1 + q²)².

It is never negative, but it vanishes at q = 0. The family formula returns π/(1 + k²)^(3/2) − (3π/2)/(1 + k²)^(5/2), which tends to −π/2 at small k. Numerical inversion at k = 0.1 gives −1.50. No isotropic surface has this profile spectrum. A negative S2 well outside its statistical error therefore points to filtering, anisotropy or a faulty background, and should not be clipped to zero and used.

**Inverting tabulated data**

Let S_j be the profile spectrum at nodes q_j, starting at q_0 = k. Treat S1 as linear in u = q² between nodes. In terms of u, the inversion is −2∫ (dS1/du) du/√(u − k²). With s_j = √(q_j² − k²), the slope in one interval is (S_{j+1} − S_j)/(s_{j+1}² − s_j²), and the remaining integral is 2(s_{j+1} − s_j). One factor cancels:

S2(k) ≈ 4 Σ_j (S_j − S_{j+1})/(s_j + s_{j+1}) + tail.

Beyond the last node Q, assume S1 = A/q². The tail is 4A∫_Q^∞ dq/[q³√(q² − k²)]. With q = k/sin α this becomes (4A/k³)∫₀^θ sin²α dα, so

tail = (2A/k³)(θ − sin θ cos θ), sin θ = k/Q.

For a pure q⁻² profile, S2 = πA/k³, and the tail's share is (2/π)(θ − sin θ cos θ). At k = Q/2 this is about 6%. In the example, with Q = 8.80 nm⁻¹, the share is 8.9% at 5 nm⁻¹. That share rests on extrapolation, so for such a profile it is prudent to stop near Q/2.

The node spacing matters most next to the square-root singularity. Write S1 = g(u), and let the nodes be uniform in q with spacing h. Near u = k² they are spaced by w ≈ 2kh in u. In each interval the true slope differs from the mean slope by g″(u − u_mid), so with v = (u − k²)/w,

error = 2g″w^(3/2) Σ_j ∫_j^(j+1) (v − j − 1/2) v^(−1/2) dv.

Integration by parts turns each term into √j + √(j+1) − 2∫√v dv, twice the trapezoidal error for √v. By the Euler–Maclaurin formula, the summed trapezoidal error tends to ζ(−1/2) = −0.2079. The leading error is

numerical − exact = 4ζ(−1/2) g″(k²) (2kh)^(3/2).

For S1 = 2/(1 + q²), k = 1 and h = 0.00025, the actual error is 0.994 of this law, and the measured order is 1.496. Nodes uniform in s, available once the data have been interpolated, give a measured order of 2.000.

For a q⁻² profile, g″ = 2A/k⁶, and the relative error is −1.5(h/k)^(3/2). By this leading-order estimate, h below about 0.035k keeps its size under 1%.

**Noise, aliasing and binning**

With fine nodes, the coefficient of the first value S_0 is 4/s_1 ≈ 4/√(2kh). For a q⁻² profile, its relative error therefore enters S2 multiplied by (4/π)√(k/2h). A scan of 102.4 nm has h = 2π/102.4 = 0.061 nm⁻¹, so at k = 3 nm⁻¹ the factor is 6.3 from this node alone. Longer scans reduce h and raise this factor, so they call for averaging neighbouring frequencies.

Averaging within logarithmic bins should respect the shape of the spectrum. Use

q_b² = ⟨q²⟩, S_b = ⟨q²S⟩/⟨q²⟩.

If S = a₀ + b₀/q², then S_b = a₀ + b₀/⟨q²⟩, which is the correct value at q_b. This covers both the plateau and the tail of a Lorentzian. Then interpolate ln S_b against ln q_b and invert. In the example this lowers the relative standard error at 3 nm⁻¹ from 3.7% to 0.4%.

Sampling at a step a folds in the images S1(q + 2πn/a). For a q⁻² tail, the identity Σ_n 1/(q + 2πn/a)² = (a/2)²/sin²(qa/2) shows that multiplication by

[sin(qa/2)/(qa/2)]²

removes the folding. With a = 0.2 nm, the uncorrected spectrum is 24% too high at 8 nm⁻¹. A steeper or flatter tail needs a different factor.

A Hann window limits leakage from the ends of a scan. On the frequencies of the record, its transform occupies the zero frequency and its two neighbours. Subtracting the mean therefore disturbs the two lowest nonnegative frequencies, which are dropped.

**The example recovered**

Forty random surfaces, each 204.8 nm square, were generated from the exponential covariance in real space and cut into scans. A noise-free expected spectrum, including aliasing and window leakage, was put through the same processing to separate bias from noise. The largest bias of S2 at the eight wave numbers examined, from 0.3 to 5 nm⁻¹, is 0.94%.

At 0.3 nm⁻¹ the recovered S2 is 0.696 ± 0.028 nm⁴, against 0.670. At 1.2 nm⁻¹ it is 0.1010 ± 0.0007, against 0.1012. At 2 nm⁻¹ it is 0.0276 ± 0.00015, against 0.0279, about two standard errors low.

The fitted surface exponent is 1.492 ± 0.003. The noise-free value is 1.499, so processing bias explains little of the shortfall from 3/2; the rest is a fluctuation of about two standard errors. The fitted length, 1.524 ± 0.012 nm, is high by a similar margin. The two parameters partly compensate in such a fit, so their deviations are not independent evidence. The exponent is clearly not the 1 of a Lorentzian surface.

The transport weight agrees within its standard error: W = 0.1875 ± 0.0013 nm⁴ is recovered, against 0.1868 nm⁴.

**When the scan is not a line cut**

In a simple projection model, the interface traced in an electron micrograph of a cross-section is the average height through a foil of thickness t. Averaging over y multiplies a wave's amplitude by sin(pt/2)/(pt/2), so

S1,t(q) = (1/2π) ∫ S2(√(q² + p²)) [sin(pt/2)/(pt/2)]² dp.

The squared factor has area 2π/t and narrows as t grows. When t is much larger than 1/√(q² + Λ⁻²), S2 can be taken outside at p = 0:

S1,t(q) → S2(q)/t.

The foil has then selected the waves along the profile, and no inversion is due. For t = 10 nm and k = 1 nm⁻¹, tS1,t is 0.89 of the correct S2, whereas inverting S1,t gives 0.29 of it. The fitted profile exponent is 1.49, close to the 3/2 of the surface. The exponent alone cannot settle the matter, because a true line cut of a surface with exponent 2 would also show 3/2. The foil thickness must be known.

The rms height is reduced too. Averaging gives the variance (2/t²)∫₀^t (t − y)C(y)dy, or

Δ²[2Λ/t − 2(Λ/t)²(1 − e^(−t/Λ))].

With Λ/t = 0.15 the bracket is 0.255, and the apparent rms height is 0.126 nm instead of 0.25 nm. Roughness scattering at fixed shape scales as Δ², so entering this value would lower it about fourfold.

**Guidance for the setting**

If a true line cut is well fitted by a Lorentzian and the surface is isotropic, no numerical inversion is needed. Take Δ and Λ from the fit and choose the exponential covariance, whose surface spectrum has the 3/2 power. Check the length convention: if a program writes C = Δ² e^(−√2 r/L), then L = √2 Λ, which is 2.12 nm here, and S2 = πΔ²L²/(1 + k²L²/2)^(3/2).

If the profile has another shape, invert it and supply the table. For carriers at the Fermi energy the table must reach 2k_F; at finite temperature it must reach further. If the profile comes from a thick foil and the projection model holds, use tS1,t in the limit derived above. The limit is reached slowly: in the example with t = 10 nm, tS1,t is still 18% below S2 at 0.2 nm⁻¹.

Isotropy deserves its own check with scans in at least three directions. Three scans 60° apart expose an elliptical covariance, but not one with sixfold symmetry. Two perpendicular scans are not enough: at 45° to the axes of an elliptical covariance they have the same spectrum. If the correlation length across the scan is 1.2 times that along it, the line cut is unchanged, but the true S2 along the scan direction is 1.2 times larger. The recovered value is 0.83 of the true one, and the scan gives no warning.

**Beside a real interface**

The chosen height and length lie in the rough range used for Si(100)/SiO₂, a few tenths of a nanometre and one to a few nanometres. The carrier density is that of strong inversion. A scanning probe may resolve less than the 0.2 nm pixel suggests. A Gaussian blur of standard deviation σ multiplies S2 by e^(−k²σ²); even σ = 0.3 nm leaves 0.70 of it at 2 nm⁻¹. White height noise of 0.05 nm adds 2.8% at 4 nm⁻¹ with the processing used here. A flat S1 inverts to zero, so the noise enters through the aliasing correction and the extrapolated tail, and the figure depends on Q: 3.7% for Q = 6 nm⁻¹ and 2.5% for Q = 12 nm⁻¹.

Of the corrections computed here, screening changes the absolute rate most. In a static, zero-temperature model of an infinitely thin layer it reduces W to 0.10 of its bare value. The finite thickness of a real layer, left out here, weakens that screening considerably: with the form factor of a self-consistent Hartree ground subband the ratio is about 0.26 instead of 0.10. Screening favours large q, so the Lorentzian error rises from 1.64 to 1.74 (1.75 with the finite thickness). At 300 K, with bare scattering, the effective W is 0.70 of its value at k_F, because the mobility average gives weight to faster carriers, for which S2 is smaller. Higher subbands are also omitted. A Hartree estimate for Si(100) at this density, with a depletion charge of 10¹¹ to 10¹² cm⁻², leaves about 90 to 100% of the carriers in the lowest twofold subband at low temperature but only about two thirds at 300 K, most of the rest being in the fourfold valleys. With 60% in the lowest subband, the 0.70 becomes 0.85 for that subband. These numbers therefore compare roughness spectra and do not predict a mobility. The full values are in the numerical output below.

Table of computed values

```
rms height 0.25 nm, correlation length 1.5 nm, pixel 0.2 nm
surfaces 40, side 204.8 nm, scan 102.4 nm
scans per surface 2048, log bins 16
lowest, highest bin 0.123, 8.80 1/nm
rms height of the random surfaces 0.2500 nm
S1(0) 0.1875 nm^3, S2(0) 0.8836 nm^4
k (1/nm), S2 exact, S2 recovered, standard error (nm^4)
  0.3  0.67006  0.69583  0.02841
  0.5  0.45239  0.44019  0.00999
  0.8  0.23182  0.23420  0.00391
  1.2  0.10120  0.10097  0.00072
  2.0  0.02794  0.02762  0.00015
  3.0  0.00902  0.00902  0.00004
  4.0  0.00393  0.00393  0.00001
  5.0  0.00204  0.00205  0.00000
profile exponent 0.999 +- 0.001
surface exponent 1.492 +- 0.003
fitted length, profile 1.498 +- 0.008 nm
fitted length, surface 1.524 +- 0.012 nm
noise-free exponents: profile 0.9998, surface 1.4987
largest noise-free bias of S2 0.94 %
relative error at 3/nm: raw 3.71 %, binned 0.44 %
zeta(-1/2) -0.20789
order, nodes uniform in q 1.496; in s 2.000
error over leading law (uniform q) 0.9943
inadmissible spectrum returns -1.5014 (unit length)
sheet density 1.0e+13 cm^-2, mass 0.19 m0
Fermi wave number 0.5605 1/nm, 2kF 1.1210 1/nm
W exact 0.18684 nm^4
W recovered 0.18747 +- 0.00125 nm^4
W with Lorentzian surface / W exact: bare 1.635, screened 1.741
Fermi energy at 0 K 63.0 meV, kT 25.9 meV
W at 300 K / W at kF 0.696
screening wave number 1.841 1/nm, W screened / bare 0.0999
foil 10.0 nm: averaged rms 0.1263 nm
foil: fitted profile exponent 1.491
foil, k=1/nm: inverted / exact 0.291, t*S1 / exact 0.894
blur 0.3 nm: S2 ratio at 2/nm 0.698
height noise 0.05 nm: added S2 at 4/nm 2.79 %
y length 1.2 x longer: recovered / exact 0.833
alias excess of S1 at 7.98 1/nm 24.4 %
extrapolated tail share of S2 at 5/nm 8.9 %
```
